# Z at the electron-gas Fermi surface: plasmon-pole model against full RPA

## Question

I have to compute the quasiparticle weight $Z$ at the Fermi surface of the three-dimensional electron gas at $r_s=4$, using a plasmon-pole $W$ in $G_0W_0$, and compare it with the full RPA value, which I am told is near 0.64. I am stuck in three places.

1. I don't know what should fix the pole energy at finite $q$.
2. The self-energy has different denominators for occupied and empty states, and I don't see how to get a manageable integral for the slope.
3. For the full RPA, I differentiated the imaginary-frequency formula under the integral sign. The slope came out with the wrong sign, and it grows without limit as I lower my small-$q$ cutoff.

If the two values of $Z$ differ, can one say why?

## Answer

All three points can be settled by reducing the slope to an integral over $q$. I use Hartree atomic units and an unpolarized gas, and measure electron energies from the Fermi energy $k_F^2/2$.

### What is being computed

From $n=3/(4\pi r_s^3)=k_F^3/(3\pi^2)$ and $\omega_p^2=4\pi n$,

$$k_F=\frac{(9\pi/4)^{1/3}}{r_s}=0.4798,\qquad \omega_p=\sqrt{3/r_s^3}=0.2165 .$$

In one-shot $G_0W_0$, $G_0$ is the free-electron propagator. I align its Fermi level with that of the interacting gas by subtracting the constant $\Sigma(k_F,0)$. At $k=k_F$ and small $\omega$,

$$G\simeq\frac{1}{\omega-[\Sigma(k_F,\omega)-\Sigma(k_F,0)]}\simeq\frac{1}{\omega(1+S)},\qquad S=-\left.\frac{\partial\,\mathrm{Re}\,\Sigma}{\partial\omega}\right|_{k_F,\,0},$$

so $Z=1/(1+S)$.

Write $W=v(1+w)$ with $v=4\pi/q^2$ and $w=1/\epsilon-1$. The bare $v$ gives exchange, which does not depend on frequency and drops out of $S$. For the rest, start from $\Sigma=i\int\frac{d\omega'}{2\pi}\,G_0W$ and rotate the external and internal frequencies together onto the imaginary axis, which crosses no singularity. With $\omega'=iu$, the factor $i\,d\omega'$ becomes $-du$:

$$\Sigma_c(z)=-\int\!\frac{d^3q}{(2\pi)^3}\,v(q)\int_{-\infty}^{\infty}\!\frac{du}{2\pi}\,\frac{w(q,iu)}{z+iu-\xi}.\tag{1}$$

Here $z$ is imaginary. The intermediate electron has momentum $\mathbf k-\mathbf q$, and with $\mu$ the cosine of the angle between $\mathbf k$ and $\mathbf q$ its energy is

$$\xi=\tfrac12|\mathbf k-\mathbf q|^2-\tfrac12k_F^2=\tfrac12q^2-k_Fq\mu .$$

### The RPA screening

Both calculations need the Lindhard function. The free response is

$$\chi_0(q,z)=2\int_{p<k_F}\!\frac{d^3p}{(2\pi)^3}\left[\frac1{z-\Delta}-\frac1{z+\Delta}\right],\qquad \Delta=\tfrac12q^2+\mathbf p\cdot\mathbf q .$$

Put the component of $\mathbf p$ along $\mathbf q$ equal to $k_Ft$. The transverse integral is the area $\pi k_F^2(1-t^2)$ of a disk. Define $u_\pm=z/(k_Fq)\pm q/(2k_F)$. After $t\to-t$ in the second term, the two fractions are $1/(u_--t)$ and $1/(u_+-t)$, each divided by $k_Fq$. Since $1-t^2=(1-u^2)+(u-t)(u+t)$,

$$\int_{-1}^1\!\frac{1-t^2}{u-t}\,dt=(1-u^2)\ln\frac{u+1}{u-1}+2u\equiv4\Psi(u).$$

Collecting factors in $\epsilon=1-v\chi_0$ gives

$$\epsilon(q,z)=1+\frac{4k_F^2}{\pi q^3}\,[\Psi(u_+)-\Psi(u_-)].\tag{2}$$

At $z=0$, with $x=q/(2k_F)$, this becomes

$$\epsilon(q,0)=1+\frac{4k_F}{\pi q^2}\left[\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|\right].$$

### Fixing the pole

Take one pole per wavevector:

$$\frac1{\epsilon(q,\omega)}=1+\frac{\omega_p^2}{\omega^2-\Omega^2}.$$

At high frequency this tends to $1+\omega_p^2/\omega^2$, as the f-sum rule demands, which fixes the numerator. One parameter is left, and I fix it by requiring the correct static RPA screening:

$$1-\frac{\omega_p^2}{\Omega^2}=\frac1{\epsilon(q,0)}\quad\Longrightarrow\quad\Omega^2=\frac{\omega_p^2}{1-1/\epsilon(q,0)}.\tag{3}$$

This is a choice, and another one is tried below. As $q\to0$, $\epsilon(q,0)$ diverges and $\Omega\to\omega_p$. At large $q$, $\epsilon(q,0)-1\to4\omega_p^2/q^4$, so $\Omega\to q^2/2$, the energy of a free recoiling electron.

### One expression for occupied and empty states

On the imaginary axis the model has $w=-\omega_p^2/(u^2+\Omega^2)$. The frequency integral in (1), including its minus sign, is

$$\omega_p^2\int\frac{du}{2\pi}\,\frac{1}{(u^2+\Omega^2)(z+iu-\xi)} .$$

With $z=iy$, the electron denominator vanishes at $u=-y-i\xi$.

- For an empty state, $\xi>0$, that point is in the lower half-plane. Close the contour above, around $u=i\Omega$. The result is $\dfrac{\omega_p^2}{2\Omega}\,\dfrac1{z-\xi-\Omega}$.
- For an occupied state, $\xi<0$, close below, around $u=-i\Omega$. The clockwise sense and the factor $1/(-2i\Omega)$ each give a minus sign. The result is $\dfrac{\omega_p^2}{2\Omega}\,\dfrac1{z-\xi+\Omega}$.

These are your two denominators. Differentiating with respect to $z$ squares them and gives a minus sign, which the definition of $S$ cancels. At $z=0$ the squares are $(\xi+\Omega)^2$ for $\xi>0$ and $(\Omega-\xi)^2$ for $\xi<0$, and both equal $(\Omega+|\xi|)^2$. The measure is

$$\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{q^2}\to\frac{2\pi q^2\,dq\,d\mu}{8\pi^3}\,\frac{4\pi}{q^2}=\frac{dq\,d\mu}{\pi},$$

so

$$S=\frac1\pi\int_0^\infty\!dq\,\frac{\omega_p^2}{2\Omega}\int_{-1}^1\frac{d\mu}{(\Omega+|\xi|)^2}.\tag{4}$$

Every contribution is positive, so $Z<1$. The slope measures virtual excitation of the medium: the smaller the energy cost $\Omega+|\xi|$, the more weight leaves the quasiparticle.

The angular integral is elementary. Use $s=\xi$ as the variable, so $|d\mu|=ds/(k_Fq)$, with limits

$$a=\tfrac12q^2-k_Fq,\qquad b=\tfrac12q^2+k_Fq .$$

If $q<2k_F$, then $a<0$, and the range is split at $s=0$. The two pieces are $1/\Omega-1/(\Omega+b)$ and $1/\Omega-1/(\Omega+|a|)$. If $q>2k_F$, all intermediate states are empty and no split is needed. Hence

$$S=\frac1{\pi k_F}\int_0^\infty\frac{dq}{q}\,\frac{\omega_p^2}{2\Omega}\,K(q,\Omega),\tag{5}$$

$$K(q,\Omega)=\begin{cases}\dfrac2\Omega-\dfrac1{\Omega+b}-\dfrac1{\Omega+|a|},&q<2k_F,\\[2mm]\dfrac1{\Omega+a}-\dfrac1{\Omega+b},&q>2k_F.\end{cases}$$

The factor $1/q$ is harmless. For small $q$, $K\simeq(b+|a|)/\Omega^2=2k_Fq/\Omega^2$, and the integrand tends to $1/(\pi\omega_p)=1.470$ bohr. At large $q$, (4) gives an integrand of $2\omega_p^2/(\pi q^6)$, so the tail converges quickly.

### Putting in numbers

Take $q=k_F$, so $x=1/2$. The bracket in $\epsilon(q,0)$ is $0.5+0.375\ln3=0.9120$, and

$$\epsilon(k_F,0)=1+\frac{4}{\pi(0.4798)}(0.9120)=3.420,\qquad\Omega=0.2165\sqrt{\frac{3.420}{2.420}}=0.2574 .$$

With $a=-k_F^2/2=-0.1151$ and $b=3k_F^2/2=0.3453$,

$$K=\frac{2}{0.25738}-\frac1{0.60268}-\frac1{0.37248}=3.427 .$$

The prefactor is $\omega_p^2/(2\Omega)=0.09106$, and the integrand of (5) is

$$\frac{0.09106\times3.427}{\pi(0.4798)^2}=0.431\ \text{bohr}.$$

Repeating this on a grid and integrating gives 0.5211 from $q<2k_F$ and 0.0097 from $q>2k_F$. Therefore

$$S_{\rm pole}=0.531,\qquad Z_{\rm pole}=\frac1{1.531}=0.653 .$$

### The missing term in your RPA slope

Return to (1) with the full $w$ from (2). Do the angular integral before differentiating:

$$\Sigma_c(z)=-\frac1{\pi k_F}\int\frac{dq}{q}\int\frac{du}{2\pi}\,w(q,iu)\,F(z+iu),\qquad F(\zeta)=\int_a^b\frac{ds}{\zeta-s}.$$

Away from the real axis, $dF/d\zeta=1/(\zeta-a)-1/(\zeta-b)$. But if $a<0<b$, $F$ is discontinuous where $\zeta=i\eta$ passes through zero. The imaginary part of $1/(i\eta-s)$ is $-\eta/(s^2+\eta^2)$, whose integral tends to $-\pi\,\mathrm{sgn}\,\eta$. So $F$ jumps by $-2\pi i$ as $\eta$ increases through zero. With $z=iy$ we have $d/dz=-i\,d/dy$, and the jump contributes

$$-i(-2\pi i)\,\delta(y+u)=-2\pi\,\delta(y+u).$$

This delta function is what differentiation under the integral sign misses. At $y=0$ it picks out the static value $w(q,0)$.

For the regular part, $w(q,iu)$ is even in $u$, so only the real part $b/(u^2+b^2)-a/(u^2+a^2)$ survives. Substituting $u=|s|\tan\theta$, with $s$ equal to $a$ or $b$, removes the Lorentzians:

$$J(s)\equiv\int_{-\infty}^{\infty}\frac{du}{2\pi}\,\frac{|s|\,w(q,iu)}{u^2+s^2}=\frac1\pi\int_0^{\pi/2}d\theta\;w(q,i|s|\tan\theta).$$

The complete slope is

$$S=\frac1{\pi k_F}\int_0^\infty\frac{dq}{q}\left[J(b)-\mathrm{sgn}(a)\,J(a)-w(q,0)\,\theta(2k_F-q)\right].\tag{6}$$

Your symptom follows at once. As $q\to0$, $a$ and $b$ become small compared with $\omega_p$, and $w\to-1$ over nearly the whole $\theta$ range. Each $J$ tends to $-1/2$, and the first two terms sum to $-1$. Without the last term, the integrand is $-1/(\pi k_Fq)$: a negative, logarithmically divergent slope. The static term supplies the missing $+1$.

Evaluating (6) gives

$$S_{\rm RPA}=0.571,\qquad Z_{\rm RPA}=\frac1{1.571}=0.637 .$$

This is the value near 0.64 you were given. The pole model is higher by 0.017, or 2.6 percent of the RPA value.

### Why this pole model gives the larger Z

Describe the screening by its spectrum at real frequencies, $B(q,\nu)=-\mathrm{Im}\,\epsilon^{-1}(q,\nu)/\pi\ge0$ for $\nu>0$:

$$w(q,iu)=-\int_0^\infty d\nu\,\frac{2\nu B(q,\nu)}{\nu^2+u^2}.$$

This is a sum of poles. The earlier pole had numerator $\omega_p^2$ at energy $\Omega$; now each energy $\nu$ has numerator $2\nu B\,d\nu$. Formula (5) therefore carries over:

$$S_{\rm RPA}=\frac1{\pi k_F}\int\frac{dq}{q}\int_0^\infty d\nu\,B(q,\nu)\,K(q,\nu).\tag{7}$$

For $q<2k_F$, $K\simeq2/\nu$ at small $\nu$, but there $B\propto\nu$, so the integral converges. Evaluated numerically, (7) agrees with (6), which confirms the static term by a separate route. It also separates the excitations: electron-hole pairs contribute 0.215 to $S$, and the sharp plasmon, which meets the pair continuum at $q=0.945\,k_F$, contributes 0.356.

The pole model puts both kinds of excitation at one energy, while preserving two moments. The limits $u\to\infty$ and $u=0$ of $w$ give

$$\int\nu B\,d\nu=\frac{\omega_p^2}2,\qquad\int\frac B\nu\,d\nu=\frac12\left[1-\frac1{\epsilon(q,0)}\right]=\frac{\omega_p^2}{2\Omega^2}.$$

Define the normalized distribution $P(\nu)=(2\Omega^2/\omega_p^2)\,B/\nu$. By the first moment, its mean of $\nu^2$ is $\Omega^2$. The quantities to compare at each $q$ are then

$$\text{RPA: }\frac{\omega_p^2}{2\Omega^2}\,\langle\nu K(q,\nu)\rangle_P,\qquad\text{pole: }\frac{\omega_p^2}{2\Omega^2}\,\Omega K(q,\Omega).$$

For $q<2k_F$,

$$\nu K=2-\frac\nu{\nu+b}-\frac\nu{\nu+|a|}=\frac b{\nu+b}+\frac{|a|}{\nu+|a|}.$$

As a function of $X=\nu^2$, the first term has derivative $-b/[2\sqrt X(\sqrt X+b)^2]$. This is negative and rises towards zero as $X$ grows, so the term is convex; the same holds for the second term. The average of a convex function is at least its value at the average argument (Jensen's inequality). Hence, for every $q<2k_F$, the RPA integrand is at least as large as the pole-model integrand.

Physically, spreading the spectrum at fixed moments places some weight at low energy, and the slope gains more from those cheap excitations than it loses from the expensive ones. The computed integrands, in bohr, show the size of the effect:

| $q/k_F$ | pole model | full RPA |
|---|---|---|
| 0.5 | 0.838 | 0.895 |
| 1.0 | 0.431 | 0.483 |
| 1.5 | 0.194 | 0.231 |

For $q>2k_F$, $\nu K=b/(\nu+b)-a/(\nu+a)$ is a difference of convex functions, and the argument gives no sign. Numerically this region contributes 0.0097 in the model and 0.0098 in RPA. Nearly all of the difference in $S$, about 0.040, thus comes from $q<2k_F$, where its sign is established.

### How far to trust the number

The result depends on how the pole is fixed. Suppose you use the simple dispersion

$$\Omega^2=\omega_p^2+\tfrac13k_F^2q^2+\tfrac14q^4 .$$

It agrees with (3) through order $q^2$: there $\epsilon(q,0)\simeq1+4k_F/(\pi q^2)$, so (3) gives $\Omega^2\simeq\omega_p^2+\omega_p^2\,\pi q^2/(4k_F)$, and $\omega_p^2=4k_F^3/(3\pi)$ turns the correction into $k_F^2q^2/3$. At larger $q$ the two differ. At $q=k_F$ the simple form gives $\Omega=0.279$ instead of 0.257, and a higher pole lowers the integrand of (4). The total is $S=0.480$ and $Z=0.676$, which is 0.039 above RPA. The convexity argument does not apply to this version directly, since it does not reproduce the static moment at every $q$. The sign still carries over. Formula (3) gives $\Omega^2-\omega_p^2=k_F^2q^2/3$ divided by the bracket in $\epsilon(q,0)$, while the simple form gives $(k_F^2q^2/3)(1+3x^2)$. Numerically the bracket stays above $1/(1+3x^2)$, so the simple pole lies above the matched one, and for $q<2k_F$ its integrand lies below the matched one and hence below RPA.

The pole model also loses low-energy damping. From (3), $\Omega\ge\omega_p$, so for $|\omega|<\omega_p$ no denominator of the model self-energy can vanish and its imaginary part is zero. RPA keeps the pair continuum, which allows decay at low energy. A reasonable slope from the pole model therefore does not imply a reasonable lifetime.

Finally, 0.637 is a reference within $G_0W_0$, not the exact $Z$ of the electron gas. It leaves out vertex corrections and self-consistency in $G$ and $W$. The comparison measures the error of replacing the RPA spectrum by one pole, not the error of $G_0W_0$ itself. The numerical check evaluates the slopes by separate routes and tests the inequality on its grid of $q$ below $2k_F$.

## Computed results

```
rs = 4.0 bohr
Fermi wavevector kF = 0.47979 1/bohr
Fermi energy kF^2/2 = 0.11510 hartree
plasma frequency wp = 0.21651 hartree
plasmon enters pair continuum at q/kF = 0.9454
integrand limit at q=0, 1/(pi wp) = 1.4702 bohr
q/kF = 0.5: static epsilon = 11.3910
  pole energy = 0.22669 hartree
  slope integrand, pole model = 0.8376 bohr
  slope integrand, full RPA = 0.8950 bohr
q/kF = 1.0: static epsilon = 3.4202
  pole energy = 0.25738 hartree
  slope integrand, pole model = 0.4315 bohr
  slope integrand, full RPA = 0.4833 bohr
q/kF = 1.5: static epsilon = 1.9244
  pole energy = 0.31238 hartree
  slope integrand, pole model = 0.1939 bohr
  slope integrand, full RPA = 0.2306 bohr
S pole model, q<2kF = 0.52110
S pole model, q>2kF = 0.00974
S full RPA, q<2kF = 0.56084
S full RPA, q>2kF = 0.00981
S pole model, total = 0.53084
S pole model, finite difference = 0.53084
S full RPA, imaginary axis = 0.57065
S full RPA, real axis = 0.57065
  part from electron-hole pairs = 0.2150
  part from the plasmon = 0.3557
largest relative error, first moment = 1.9e-06
largest relative error, inverse moment = 1.5e-05
S pole model, simple dispersion = 0.47991
Z pole model, static screening matched = 0.6532
Z pole model, simple dispersion = 0.6757
Z full RPA = 0.6367
Z difference, matched pole - RPA = 0.0166
relative difference = 2.60 percent
Z difference, simple dispersion - RPA = 0.0390
```
